# Back-gate control of threshold in fully depleted silicon-on-insulator transistors, part 1

(Sections cited here and not found follow in the second part.)

## First half: from three capacitors to the depleted film

### A film without charge

Take three parallel layers: a front oxide, a silicon film and a buried oxide. The front gate lies on the outer face of the front oxide, and the back gate lies under the buried oxide. Suppose first that the silicon carries no charge at all. It is then a dielectric, and the structure is three capacitors in series. Their capacitances per unit area are

\[
C_1=\frac{\varepsilon_{ox}}{t_{ox}},\qquad C_s=\frac{\varepsilon_{si}}{t_{si}},\qquad C_2=\frac{\varepsilon_{ox}}{t_{box}} .
\]

Let \(u_1\) and \(u_2\) be the potentials of the front and back gates, with work-function differences left aside for the moment. Let \(\psi_1\) and \(\psi_2\) be the potentials at the front and back faces of the film.

The transistor has an n-type source and drain, and its channel forms at the front face of the film. Electrons gather there when \(\psi_1\) is high enough. The simplest definition of threshold is therefore that \(\psi_1\) reaches a fixed value \(\psi_T\). The threshold voltage is the value of \(u_1\) that brings this about, and the question is how it moves when \(u_2\) is changed.

With no charge anywhere between the gates, the electric displacement \(D\), counted positive from front to back, is the same in all layers:

\[
D=C_1(u_1-\psi_1)=C_s(\psi_1-\psi_2)=C_2(\psi_2-u_2).
\]

The last two equalities give \(\psi_1-\psi_2=D/C_s\) and \(\psi_2-u_2=D/C_2\). Adding them removes \(\psi_2\):

\[
\psi_1-u_2=D\left(\frac1{C_s}+\frac1{C_2}\right)=\frac{D}{C_b},\qquad C_b=\frac{C_sC_2}{C_s+C_2}.
\]

Here \(C_b\) is the series capacitance of the film and the buried oxide. Equating \(D=C_b(\psi_1-u_2)\) with \(D=C_1(u_1-\psi_1)\) and setting \(\psi_1=\psi_T\) gives

\[
u_1=\psi_T+\frac{C_b}{C_1}(\psi_T-u_2),\qquad \frac{du_1}{du_2}=-\frac{C_b}{C_1}.
\]

The sign has a direct meaning. A more positive back gate pulls the front surface up, so the front gate has less to do and the threshold falls.

### Where the series capacitance of all three layers appears

The series capacitance of all three layers, \(C_{tot}=C_1C_b/(C_1+C_b)\), is absent from this slope. To see where it belongs, solve the balance \(C_1(u_1-\psi_1)=C_b(\psi_1-u_2)\) for the surface potential:

\[
\psi_1=\frac{C_1u_1+C_bu_2}{C_1+C_b}.
\]

If the front gate is held fixed, the back gate moves the front surface by

\[
\left.\frac{\partial\psi_1}{\partial u_2}\right|_{u_1}=\frac{C_b}{C_1+C_b}=\frac{C_{tot}}{C_1}.
\]

If the back gate is held fixed, the front gate moves it by

\[
\left.\frac{\partial\psi_1}{\partial u_1}\right|_{u_2}=\frac{C_1}{C_1+C_b}=\frac{C_{tot}}{C_b}.
\]

Comparing thresholds at two back-gate voltages holds neither gate fixed. Both move, in such a way that \(\psi_1\) is the same at each threshold. The required slope is minus the ratio of the two derivatives, and \(C_{tot}\) cancels in that ratio, leaving \(-C_b/C_1\) again.

### Thicknesses and first limits

Write \(\gamma=C_b/C_1\) for the magnitude of the slope. Since \(1/C_b=t_{si}/\varepsilon_{si}+t_{box}/\varepsilon_{ox}\) and \(1/C_1=t_{ox}/\varepsilon_{ox}\),

\[
\gamma=\frac{t_{ox}/\varepsilon_{ox}}{t_{si}/\varepsilon_{si}+t_{box}/\varepsilon_{ox}}
=\frac{t_{ox}}{t_{box}+(\varepsilon_{ox}/\varepsilon_{si})\,t_{si}} .
\]

The last form follows on multiplying numerator and denominator by \(\varepsilon_{ox}\). It compares two distances from the front surface, one to each gate, with silicon thickness converted to the oxide thickness of equal capacitance.

Three limits agree with what the picture requires. As \(t_{box}\to\infty\) the back gate recedes and \(\gamma\to0\). As \(t_{si}\to0\) the two faces of the film merge, and \(\gamma\to t_{ox}/t_{box}\). As \(t_{ox}\to0\) the front gate sits on the channel and fixes its potential alone, so \(\gamma\to0\).

For an example take \(t_{ox}=5\) nm, \(t_{si}=40\) nm and \(t_{box}=100\) nm, with relative permittivities 11.7 for silicon and 3.9 for the oxide, a ratio of 3. Then

\[
\gamma=\frac{5}{100+40/3}=\frac{5}{113.3}=0.0441 .
\]

The threshold falls by 44.1 mV for each volt added to the back gate. The capacitances give the same number. With \(C_s=0.2590\) and \(C_2=0.03453\) µF/cm², \(C_b=0.03047\) µF/cm², and division by \(C_1=0.6906\) µF/cm² gives 0.0441.

### Putting the dopant charge back

A real film of this kind is doped p-type with acceptor density \(N_A\). When it is fully depleted, the holes have been driven out and the ionized acceptors leave a charge density \(-qN_A\). Let \(x\) run from the front face into the film. Potentials in the silicon are now measured from neutral film material in equilibrium with the grounded source, and the drain bias is small. The channel is taken to be long, so that the potential varies with \(x\) alone. Electrons and holes are left out of the charge for now. Poisson's equation is

\[
\frac{d^2\psi}{dx^2}=-\frac{\rho}{\varepsilon_{si}}=\frac{qN_A}{\varepsilon_{si}} .
\]

Let \(E=-d\psi/dx\), with value \(E_1\) at the front face. Integrating once and then again,

\[
E(x)=E_1-\frac{qN_A}{\varepsilon_{si}}x,\qquad
\psi(x)=\psi_1-E_1x+\frac{qN_A}{2\varepsilon_{si}}x^2 .
\]

At \(x=t_{si}\) the potential is \(\psi_2\). Solving that condition for \(E_1\), and writing \(Q_d=qN_At_{si}\) for the magnitude of the dopant charge per area,

\[
\varepsilon_{si}E_1=C_s(\psi_1-\psi_2)+\frac{Q_d}{2},\qquad
\varepsilon_{si}E_2=\varepsilon_{si}E_1-Q_d=C_s(\psi_1-\psi_2)-\frac{Q_d}{2}.
\]

The displacement is no longer uniform. It drops by \(Q_d\) across the film, because field lines end on the acceptors.

### The two gate equations

At the front interface there may be a fixed charge \(Q_{f1}\) per area. Gauss's law makes the oxide displacement \(\varepsilon_{si}E_1-Q_{f1}\). If \(\Phi_1\) is the work-function difference between gate and film, expressed as a voltage,

\[
V_{G1}=\Phi_1+\psi_1+\frac{\varepsilon_{si}E_1-Q_{f1}}{C_1}.
\]

The constants combine into the flat-band voltage \(V_{FB1}=\Phi_1-Q_{f1}/C_1\). At the back interface the displacement in the buried oxide is \(\varepsilon_{si}E_2+Q_{f2}\), and the potential drops from the film towards the back gate. Hence \(\psi_2-(V_{G2}-\Phi_2)=(\varepsilon_{si}E_2+Q_{f2})/C_2\), with \(V_{FB2}=\Phi_2-Q_{f2}/C_2\). From here on \(u_1=V_{G1}-V_{FB1}\) and \(u_2=V_{G2}-V_{FB2}\), so that

\[
u_1=\psi_1+\frac{\varepsilon_{si}E_1}{C_1},\qquad u_2=\psi_2-\frac{\varepsilon_{si}E_2}{C_2}.
\]

The minus sign in the second equation records that the back gate lies at the far end of a field counted positive away from the front. Inserting the two fields,

\[
u_1=\left(1+\frac{C_s}{C_1}\right)\psi_1-\frac{C_s}{C_1}\psi_2+\frac{Q_d}{2C_1},
\]

\[
u_2=\left(1+\frac{C_s}{C_2}\right)\psi_2-\frac{C_s}{C_2}\psi_1+\frac{Q_d}{2C_2}.
\]

### The slope and the threshold

Hold \(\psi_1=\psi_T\). Differentiating the second equation with respect to \(u_2\) gives \(1=(1+C_s/C_2)\,d\psi_2/du_2\), and the first gives the response of the front gate to \(\psi_2\):

\[
\frac{d\psi_2}{du_2}=\frac{C_2}{C_s+C_2},\qquad \frac{du_1}{d\psi_2}=-\frac{C_s}{C_1}.
\]

The flat-band voltages are constants, so \(dV_T/dV_{G2}=du_1/du_2\), and the product is

\[
\frac{dV_T}{dV_{G2}}=-\frac{C_sC_2}{C_1(C_s+C_2)}=-\gamma .
\]

The slope of the charge-free film survives because the acceptor charge is a constant and drops out on differentiation.

The charge does shift the threshold itself. Multiplying the equation for \(u_2\) by \(C_2\) and solving,

\[
\psi_2=\frac{C_2u_2+C_s\psi_T-Q_d/2}{C_s+C_2}.
\]

Inserted into the equation for \(u_1\), the coefficient of \(\psi_T\) becomes \(1+(C_s/C_1)[1-C_s/(C_s+C_2)]=1+\gamma\). The coefficient of \(Q_d/(2C_1)\) becomes \(1+C_s/(C_s+C_2)\). Therefore

\[
V_T=V_{FB1}+(1+\gamma)\psi_T+\frac{Q_d}{2C_1}\,\frac{2C_s+C_2}{C_s+C_2}-\gamma u_2 .
\]

For \(Q_d=0\) this is the three-capacitor result. For \(C_2\to0\), \(\gamma\) vanishes and \(V_T-V_{FB1}\to\psi_T+Q_d/C_1\): with no back gate within reach, every acceptor is imaged on the front gate.

The slope was tested against a numerical solution of Poisson's equation through all three layers, with depletion charge alone and \(\psi_T\) held at 0.8692 V. The front oxide, film and buried oxide were 5, 40, 100 nm, then 2, 10, 10 nm, then 3, 80, 20 nm, with dopings of \(2\times10^{17}\), \(1\times10^{17}\) and \(5\times10^{16}\) cm⁻³. In each case the slope found by moving \(u_2\) by 0.05 V either side of 0.5 V agreed with the formula to within one part in \(10^5\).

### How far the back interface stays depleted

The derivation assumed that mobile carriers add no charge. In equilibrium with the source, the carrier densities (Boltzmann statistics) are

\[
p=N_Ae^{-\psi/v_t},\qquad n=\frac{n_i^2}{N_A}e^{\psi/v_t},\qquad v_t=\frac{kT}{q}.
\]

Holes at the back interface match the acceptors in density when \(\psi_2=0\). Electrons match them when \(e^{\psi_2/v_t}=(N_A/n_i)^2\), or \(\psi_2=2v_t\ln(N_A/n_i)\). That same value serves as the front criterion \(\psi_T\), usually written \(2\phi_F\). The depleted range is therefore roughly \(0<\psi_2<\psi_T\), with edges blurred by a few \(v_t\).

The interior must be depleted too. If \(E_2\ge0\), the potential falls steadily from front to back, and its lowest value is \(\psi_2\). If \(E_2<0\), the minimum lies inside, at \(x_m=\varepsilon_{si}E_1/(qN_A)<t_{si}\) when \(\psi_2\le\psi_T\). Substitution into \(\psi(x)\) gives

\[
\psi_{min}=\psi_T-\frac{qN_A}{2\varepsilon_{si}}x_m^2=\psi_T\left(1-\frac{x_m^2}{W^2}\right),\qquad W=\sqrt{\frac{2\varepsilon_{si}\psi_T}{qN_A}} .
\]

A film thinner than \(W\) thus has no neutral layer anywhere in the range.

From the equation for \(u_2\), moving \(\psi_2\) from 0 to \(\psi_T\) takes a back-gate change of \((1+C_s/C_2)\psi_T\). The equation for \(u_1\) says that the threshold falls meanwhile by \((C_s/C_1)\psi_T\). This fall does not contain \(t_{box}\). With the other parameters fixed, a thinner buried oxide gives a steeper slope over a narrower window, and the total threshold shift available inside the window stays the same.

For \(N_A=2\times10^{17}\) cm⁻³, \(n_i=10^{10}\) cm⁻³ and 300 K, \(\psi_T=0.8692\) V and \(W=75\) nm, well above the 40 nm film. The window is \((1+7.50)\times0.8692=7.39\) V wide, from \(u_2=-4.66\) V to \(2.73\) V. The threshold, counted from \(V_{FB1}\), falls across it from 1.288 V to 0.962 V, a change of 326 mV. Dividing, \(0.326/7.39=0.0441\), as it must be for a straight line. These values count depletion charge alone. Mobile carriers flatten the line near both edges and reduce the fall over the same back-gate range to about 0.30 V.

## Second half: carriers, channel depth and a real back gate

The symbols carried over are these. \(C_1\), \(C_s\) and \(C_2\) are the capacitances per area of front oxide, film and buried oxide, equal to 0.6906, 0.2590 and 0.03453 µF/cm² in the example. \(\psi_1\) and \(\psi_2\) are the surface potentials of the film, \(E_1\) and \(E_2\) the fields just inside it, and \(u_1\), \(u_2\) the gate voltages counted from flat band. With \(\psi_1\) held at \(\psi_T=0.8692\) V and the film depleted,

\[
\frac{dV_T}{dV_{G2}}=-\gamma,\qquad \gamma=\frac{C_b}{C_1}=0.0441,\qquad C_b=\frac{C_sC_2}{C_s+C_2}.
\]

The back interface is depleted for \(u_2\) between about \(-4.66\) and \(2.73\) V. At mid-window \(u_2=-0.97\) V, \(\psi_2=\psi_T/2\), and \(V_T-V_{FB1}=1.125\) V.

### Electrons at the front surface

At \(\psi_1=\psi_T\) the electron density at the front face equals \(N_A\). Near that face the potential falls almost linearly, so the density decays as \(e^{-E_1x/v_t}\), over a depth \(v_t/E_1\). The electron charge per area has magnitude

\[
Q_n\simeq qN_A\frac{v_t}{E_1}.
\]

Here \(E_1\) stands for the field just below this thin layer. The front gate must supply the displacement that ends on these electrons as well:

\[
u_1\simeq\psi_T+\frac{\varepsilon_{si}E_1+Q_n}{C_1}.
\]

A rise of \(u_2\) lowers \(E_1\). Since \(\varepsilon_{si}E_1=C_s(\psi_T-\psi_2)+Q_d/2\), the rate is \(\varepsilon_{si}\,dE_1/du_2=-C_s\,d\psi_2/du_2=-C_b\). The electron charge varies as \(1/E_1\), so \(dQ_n/dE_1=-Q_n/E_1\), and

\[
\frac{du_1}{du_2}\simeq-\gamma\left(1-\frac{Q_n}{\varepsilon_{si}E_1}\right).
\]

The electrons weaken the slope a little, because their charge grows as the field that confines them drops.

Without fixed interface charge, the front oxide at mid-window carries \(1.125-0.869=0.256\) V over 5 nm, or 0.51 MV/cm. The field in the silicon is one third of that, 0.17 MV/cm. The layer is then \(0.0259/(0.17\times10^6)\) cm, or 1.5 nm deep, and \(Q_n\) is about 0.005 µC/cm², against \(\varepsilon_{si}E_1=0.6906\times0.256=0.177\) µC/cm². The correction is 2.8% of \(\gamma\).

Solving Poisson's equation with electrons and holes included gives 42.9 mV/V at mid-window, 2.9% below 44.1 mV/V. The threshold there rises from 1.125 to 1.132 V, in accord with \(Q_n/C_1\simeq7\) mV. Where the depletion formula puts \(\psi_2\) at \(0.25\,\psi_T\) and \(0.75\,\psi_T\), the numerical slopes are 43.4 and 41.1 mV/V. They lie 1.6% and 6.8% below \(\gamma\), where the estimate gives 1.6% and 5.9%. The estimate takes the field as uniform within the electron layer. Including its fall due to the acceptors raises the second estimate to 7.5%, somewhat above the numerical value; the electrons' own effect on the potential is then still left out.

With the front surface potential fixed at threshold and the film depleted, the threshold falls with back-gate voltage at the rate \(C_b/C_1\), which channel electrons reduce by about 3% at mid-window in the example. Still to be treated are back-gate voltages beyond the depleted window, threshold at a fixed number of electrons, interface traps, a real substrate as back gate, and the gate length the model needs.

Numbers in the example were calculated in double precision.
